# Small-q Cell Integration of Two-Dimensional Screening and Its Grid Error: verification in Python

```python
"""Small-q cell of the screened interaction in a two-dimensional semiconductor.

Result under test: with eps(q) = kappa + r(phi)*q the screened interaction
W = 2*pi/(q*eps) (atomic units) has the cell average
    Wbar = (2*pi/A) * closed integral dphi ln(1 + r*Q/kappa)/r ,
A = cell area, Q(phi) = distance from q=0 to the cell boundary.
The program also tests how the error of a Brillouin-zone sum that uses Wbar
depends on the grid, against omitted, single-point and unscreened central cells.

Benchmark: U = integral d2q/(2 pi)^2 W(q) exp(-q^2 s^2), a Gaussian charge.
Lengths are in angstrom, energies in eV; COULOMB is e^2/(4 pi eps0) in eV*angstrom.
N = grid divisions, dq = grid spacing, r0 = isotropic screening length.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR
KB = sc.k / sc.e

# Round model parameters, roughly typical of monolayer MoS2
LATTICE = 3.2
R0 = 40.0
THICKNESS = 6.0
WIDTH = 1.5
AUX_WIDTH = 3.0
Q_POINT = 0.001
Q_POINT_ALT = 0.01
KAPPA_SUBSTRATE = (1.0 + 3.9) / 2
TEMPERATURE = 300.0
MASS = 0.5
DEGENERACY = 4
DOPING_CM2 = 1e12
AREA_UC = np.sqrt(3) / 2 * LATTICE**2

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
RAD_X, RAD_W = np.polynomial.legendre.leggauss(120)


def spacing_of(n):
    return 4 * np.pi / (np.sqrt(3) * n * LATTICE)


def cell_area(dq):
    return np.sqrt(3) / 2 * dq**2


def cell_average(dq, r_x, r_y, kappa):
    """Analytic average of W over the hexagonal cell (atomic-unit form)."""
    total = 0.0
    local = NODES * np.pi / 6
    boundary = dq / 2 / np.cos(local)
    for side in range(6):
        phi = side * np.pi / 3 + local
        r = r_x * np.cos(phi)**2 + r_y * np.sin(phi)**2
        total += np.sum(WEIGHTS * np.pi / 6 * np.log1p(r * boundary / kappa) / r)
    return 2 * np.pi * total / cell_area(dq)


def cell_average_cartesian(dq, r_x, r_y, kappa):
    """Same average by Cartesian quadrature of W, triangle by triangle."""
    total = 0.0
    for side in range(6):
        c, s = np.cos(side * np.pi / 3), np.sin(side * np.pi / 3)

        def interaction(v, u):
            qx, qy = c * u - s * v, s * u + c * v
            q = np.hypot(qx, qy)
            return 2 * np.pi / (kappa * q + r_x * qx**2 + r_y * qy**2)

        total += dblquad(interaction, 0, dq / 2, lambda u: -u / np.sqrt(3),
                         lambda u: u / np.sqrt(3), epsabs=1e-10, epsrel=1e-9)[0]
    return total / cell_area(dq)


def central_energy(dq, inverse_eps):
    """Central-cell part of U in eV for any isotropic 1/eps(q), by quadrature."""
    local = NODES * np.pi / 6
    boundary = dq / 2 / np.cos(local)
    q = boundary[:, None] * (RAD_X[None, :] + 1) / 2
    radial = np.sum(RAD_W * inverse_eps(q), axis=1) * boundary / 2
    return COULOMB / (2 * np.pi) * 6 * np.sum(WEIGHTS * np.pi / 6 * radial)


def linear_law(r0, kappa=1.0):
    return lambda q: 1 / (kappa + r0 * q)


def reference(inverse_eps, width, r0):
    """Converged radial integral for U; q = (exp(t)-1)/r0 resolves small q."""
    def integrand(t):
        q = np.expm1(t) / r0
        return inverse_eps(q) * np.exp(-(q * width)**2) * np.exp(t) / r0
    top = np.log1p(r0 * 5.8 / width)
    return COULOMB * quad(integrand, 0, top, epsabs=1e-14, epsrel=1e-11, limit=300)[0]


def punctured_sum(n, inverse_eps, width):
    """Grid sum for U in eV without the q=0 point."""
    dq = spacing_of(n)
    m = int(5.8 / width * 2 / np.sqrt(3) / dq) + 1
    i = np.arange(-m, m + 1, dtype=float)
    q = dq * np.sqrt(i[:, None]**2 + i[None, :]**2 + i[:, None] * i[None, :])
    q = q[q > 0]
    terms = inverse_eps(q) / q * np.exp(-(q * width)**2)
    return COULOMB * cell_area(dq) / (2 * np.pi) * np.sum(terms)


def grid_errors(n, inverse_eps, r0, exact):
    """Errors in eV for the different treatments of the central cell."""
    dq = spacing_of(n)
    weight = COULOMB * cell_area(dq) / (4 * np.pi**2)
    outer = punctured_sum(n, inverse_eps, WIDTH) - exact
    lin = linear_law(r0)
    bare = central_energy(dq, lambda q: np.ones_like(q))
    aux = reference(lin, AUX_WIDTH, r0) - punctured_sum(n, lin, AUX_WIDTH)
    return {"omit": outer,
            "point": outer + weight * 2 * np.pi / Q_POINT * lin(Q_POINT),
            "point_alt": outer + weight * 2 * np.pi / Q_POINT_ALT * lin(Q_POINT_ALT),
            "bare": outer + bare,
            "cell": outer + weight * cell_average(dq, r0, r0, 1.0),
            "aux": outer + aux}


# --- cell formula against Cartesian quadrature
for r_x, r_y, kappa, n in ((R0, R0, 1.0, 12), (60.0, 25.0, 2.0, 12), (R0, R0, 1.0, 96)):
    a = cell_average(spacing_of(n), r_x, r_y, kappa)
    b = cell_average_cartesian(spacing_of(n), r_x, r_y, kappa)
    assert abs(a / b - 1) < 1e-6, (a, b)

# --- lattice constants of the error law
mp.mp.dps = 30


def dirichlet_l(s):
    return mp.power(3, -s) * (mp.zeta(s, mp.mpf(1) / 3) - mp.zeta(s, mp.mpf(2) / 3))


half = mp.mpf(1) / 2
M_LATTICE = float(-6 * mp.zeta(half) * dirichlet_l(half))
M_CELL = 2 * np.sqrt(3) * np.log(3)
step = mp.mpf(10)**(-6)
l_plus, l_minus = dirichlet_l(1 + step), dirichlet_l(1 - step)
log_slope = float((l_plus - l_minus) / (2 * step) / ((l_plus + l_minus) / 2))
log_boundary = 6 * np.sum(WEIGHTS * np.pi / 6 * np.log(0.5 / np.cos(NODES * np.pi / 6)))
K_PLATEAU = (-log_boundary - np.pi * (np.euler_gamma + log_slope)) / (2 * np.pi)

# --- fine-grid regime, r0*dq << 1
r_small, n_fine = 2.0, 96
exact_small = reference(linear_law(r_small), WIDTH, r_small)
fine = grid_errors(n_fine, linear_law(r_small), r_small, exact_small)
coarse = grid_errors(n_fine // 2, linear_law(r_small), r_small, exact_small)
inverse_length = COULOMB / (n_fine * LATTICE)
screen_term = COULOMB * 2 * np.pi * r_small / (n_fine**2 * AREA_UC)
assert abs(fine["omit"] / (-M_LATTICE * inverse_length + screen_term) - 1) < 5e-3
assert abs(fine["bare"] / (-(M_LATTICE - M_CELL) * inverse_length + screen_term) - 1) < 1e-2
assert abs(fine["cell"] / (-(M_LATTICE - M_CELL) * inverse_length) - 1) < 1e-2
aux_ratio = coarse["aux"] / fine["aux"]
assert 7.5 < aux_ratio < 8.5, aux_ratio

# --- coarse-grid regime, r0*dq >> 1
r_large = 1e5
exact_large = reference(linear_law(r_large), WIDTH, r_large)
plateau = grid_errors(96, linear_law(r_large), r_large, exact_large)["cell"]
assert abs(-plateau * r_large / COULOMB / K_PLATEAU - 1) < 1e-2

# --- dielectric slab with a charge in its middle plane
eps_slab = R0 / THICKNESS + np.sqrt((R0 / THICKNESS)**2 + 1)
reflection = (eps_slab - 1) / (eps_slab + 1)


def slab_law(q):
    x = reflection * np.exp(-q * THICKNESS)
    return (1 + x) / (1 - x) / eps_slab


for q in (0.02, 0.2, 1.0):
    e = np.exp(-q * THICKNESS / 2)
    matching = np.array([[eps_slab * q, -eps_slab * q, 0],
                         [e, 1 / e, -e],
                         [eps_slab * e, -eps_slab / e, -e]])
    amplitudes = np.linalg.solve(matching, [2 * np.pi, 0, 0])
    potential = amplitudes[0] + amplitudes[1]
    assert abs(potential / (2 * np.pi / q * slab_law(q)) - 1) < 1e-9
q_probe = 1e-4
r0_slab = (1 / slab_law(q_probe) - 1) / q_probe
assert abs(r0_slab / R0 - 1) < 1e-3

# --- free carriers: compressibility of a two-dimensional band at temperature T
thermal = KB * TEMPERATURE
band_density = DEGENERACY * MASS / (2 * np.pi * HARTREE * BOHR**2)


def compressibility(density):
    return band_density * -np.expm1(-density / (band_density * thermal))


def fermi_density(mu):
    return band_density * quad(lambda x: 1 / (np.exp((x - mu) / thermal) + 1),
                               0, 40 * thermal, epsabs=1e-13, epsrel=1e-11)[0]


for mu in (-2 * thermal, thermal):
    dmu = 1e-3 * thermal
    slope = (fermi_density(mu + dmu) - fermi_density(mu - dmu)) / (2 * dmu)
    assert abs(slope / compressibility(fermi_density(mu)) - 1) < 1e-4


def doped_law(density):
    q_screen = 2 * np.pi * COULOMB * compressibility(density)
    return lambda q: q / (q + R0 * q**2 + q_screen)


# --- worked example
grids = (6, 12, 24, 48, 96, 192, 384)
exact = reference(linear_law(R0), WIDTH, R0)
table = {n: grid_errors(n, linear_law(R0), R0, exact) for n in grids}
for n in (6, 12, 24, 48):
    for naive in ("omit", "point", "bare"):
        assert abs(table[n]["cell"]) < abs(table[n][naive])
for n in grids[1:]:
    assert abs(table[n]["aux"]) < abs(table[n]["cell"])

exact_slab = reference(slab_law, WIDTH, R0)
slab_table = {n: grid_errors(n, slab_law, R0, exact_slab) for n in (12, 24, 48, 96)}
for n in (24, 48):
    assert abs(slab_table[n]["cell"]) < abs(slab_table[n]["bare"])
    assert abs(slab_table[n]["aux"]) < abs(slab_table[n]["cell"])

dq12 = spacing_of(12)
average12 = COULOMB * cell_average(dq12, R0, R0, 1.0)
head12 = average12 * cell_area(dq12) / (4 * np.pi**2)
assert abs(central_energy(dq12, linear_law(R0)) / head12 - 1) < 1e-8
disc_radius = np.sqrt(cell_area(dq12) / np.pi)
disc12 = COULOMB / R0 * np.log1p(R0 * disc_radius)
assert 0 < disc12 / head12 - 1 < 5e-3
bare12 = central_energy(dq12, lambda q: np.ones_like(q))
slab12 = central_energy(dq12, slab_law)
substrate12 = central_energy(dq12, linear_law(R0, KAPPA_SUBSTRATE))
doped12 = central_energy(dq12, doped_law(DOPING_CM2 * 1e-16))
log_threshold = brentq(lambda x: central_energy(dq12, doped_law(10**(x - 16)))
                       - 0.9 * head12, 6, 13)

print(f"lattice constant a = {LATTICE:.1f} angstrom")
print(f"screening length r0 = {R0:.1f} angstrom")
print(f"layer thickness d = {THICKNESS:.1f} angstrom")
print(f"Gaussian charge width s = {WIDTH:.1f} angstrom")
print(f"auxiliary width sigma = {AUX_WIDTH:.1f} angstrom")
print(f"single point q0 = {Q_POINT:.3f} 1/angstrom")
print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV angstrom")
print(f"lattice constant M = {M_LATTICE:.5f}, cell constant m = {M_CELL:.5f}")
print(f"M - m = {M_LATTICE - M_CELL:.5f}, (M-m)/M = {1 - M_CELL / M_LATTICE:.4f}")
print(f"plateau constant K = {K_PLATEAU:.5f}")
print(f"plateau error size K e^2/r0 = {K_PLATEAU * COULOMB / R0:.4f} eV")
print(f"test r0=2 angstrom: aux error ratio N=48/N=96 = {aux_ratio:.3f}")
print(f"N=12: spacing dq = {dq12:.5f} 1/angstrom")
print(f"N=12: cell area A = {cell_area(dq12):.6f} 1/angstrom^2")
print(f"N=12: cell average Wbar = {average12:.2f} eV angstrom^2")
print(f"N=12: central part of U, hexagon = {head12:.5f} eV")
print(f"N=12: disc radius R = {disc_radius:.5f} 1/angstrom")
print(f"N=12: central part of U, disc = {disc12:.5f} eV")
print(f"N=12: central part of U, unscreened = {bare12:.5f} eV")
print(f"benchmark U, linear law = {exact:.5f} eV")
print("errors in eV: N, r0*dq | omit, point, bare, cell, aux")
for n in grids:
    row = table[n]
    print(f"{n:4d} {R0 * spacing_of(n):7.3f} | {row['omit']:9.5f} {row['point']:10.5f} "
          f"{row['bare']:9.5f} {row['cell']:9.5f} {row['aux']:10.6f}")
for name in ("omit", "cell", "aux"):
    first = np.log2(abs(table[6][name] / table[12][name]))
    last = np.log2(abs(table[192][name] / table[384][name]))
    print(f"decay exponent {name}: N=6-12 {first:.2f}, N=192-384 {last:.2f}")
crossing = 2 * np.pi * R0 * LATTICE / ((M_LATTICE - M_CELL) * AREA_UC)
print(f"bare error changes sign near N = {crossing:.0f} (leading terms)")
print(f"point q0={Q_POINT_ALT:.2f} 1/angstrom, error in eV: "
      + ", ".join(f"N={n} {table[n]['point_alt']:.4f}" for n in (24, 48, 96)))
print(f"slab dielectric constant = {eps_slab:.3f}")
print(f"slab r0 from small q = {r0_slab:.3f} angstrom")
print(f"benchmark U, slab = {exact_slab:.5f} eV")
print("slab errors in eV: N | omit, bare, cell, aux")
for n, row in slab_table.items():
    print(f"{n:4d} | {row['omit']:9.5f} {row['bare']:9.5f} "
          f"{row['cell']:9.5f} {row['aux']:10.6f}")
print(f"N=12 central part with thickness = {slab12:.5f} eV ({100 * (slab12 / head12 - 1):+.2f} %)")
print(f"N=12 central part, substrate kappa={KAPPA_SUBSTRATE:.2f}: {substrate12:.5f} eV")
print(f"carriers: T = {TEMPERATURE:.0f} K, mass = {MASS:.1f} m_e, degeneracy = {DEGENERACY}")
print(f"N=12 central part, {DOPING_CM2:.0e} carriers/cm2: {doped12:.5f} eV")
print(f"density lowering central part by 10 % = {10**log_threshold:.2e} 1/cm2")
print("success")
```

Printed output:

```
lattice constant a = 3.2 angstrom
screening length r0 = 40.0 angstrom
layer thickness d = 6.0 angstrom
Gaussian charge width s = 1.5 angstrom
auxiliary width sigma = 3.0 angstrom
single point q0 = 0.001 1/angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
lattice constant M = 4.21342, cell constant m = 3.80570
M - m = 0.40772, (M-m)/M = 0.0968
plateau constant K = 0.17338
plateau error size K e^2/r0 = 0.0624 eV
test r0=2 angstrom: aux error ratio N=48/N=96 = 8.002
N=12: spacing dq = 0.18894 1/angstrom
N=12: cell area A = 0.030915 1/angstrom^2
N=12: cell average Wbar = 736.31 eV angstrom^2
N=12: central part of U, hexagon = 0.57659 eV
N=12: disc radius R = 0.09920 1/angstrom
N=12: central part of U, disc = 0.57707 eV
N=12: central part of U, unscreened = 1.42710 eV
benchmark U, linear law = 1.10024 eV
errors in eV: N, r0*dq | omit, point, bare, cell, aux
   6  15.115 |  -0.82937  271.66984   2.02484  -0.04152  -0.038470
  12   7.557 |  -0.62170   67.50310   0.80540  -0.04511  -0.007964
  24   3.779 |  -0.43097   16.60023   0.28258  -0.03777  -0.001480
  48   1.889 |  -0.27469    3.98311   0.08208  -0.02686  -0.000240
  96   0.945 |  -0.16135    0.90310   0.01704  -0.01650  -0.000034
 192   0.472 |  -0.08875    0.17736   0.00044  -0.00908  -0.000005
 384   0.236 |  -0.04674    0.01978  -0.00215  -0.00470  -0.000001
decay exponent omit: N=6-12 0.42, N=192-384 0.92
decay exponent cell: N=6-12 -0.12, N=192-384 0.95
decay exponent aux: N=6-12 2.27, N=192-384 2.98
bare error changes sign near N = 222 (leading terms)
point q0=0.01 1/angstrom, error in eV: N=24 0.8342, N=48 0.0416, N=96 -0.0823
slab dielectric constant = 13.408
slab r0 from small q = 39.999 angstrom
benchmark U, slab = 1.30666 eV
slab errors in eV: N | omit, bare, cell, aux
  12 |  -0.62754   0.79956  -0.05095  -0.013799
  24 |  -0.43230   0.28126  -0.03910  -0.002808
  48 |  -0.27495   0.08183  -0.02712  -0.000499
  96 |  -0.16139   0.01700  -0.01654  -0.000076
N=12 central part with thickness = 0.58234 eV (+1.00 %)
N=12 central part, substrate kappa=2.45: 0.34634 eV
carriers: T = 300 K, mass = 0.5 m_e, degeneracy = 4
N=12 central part, 1e+12 carriers/cm2: 0.12551 eV
density lowering central part by 10 % = 6.00e+09 1/cm2
success
```
